\section*{Higher permittivity alone does not guarantee lower tunnelling leakage}

\section{The argument under review}

The manuscript compares insulating films between metal plates, all with the same capacitance per area. Its argument has three steps.
\begin{enumerate}
\item The capacitance per area is $C=\varepsilon_0k/t$, so a film of larger relative permittivity $k$ can be made thicker at the same $C$.
\item Tunnelling falls exponentially with the thickness $t$.
\item Therefore, of two films with equal $C$, the one with larger $k$ leaks less.
\end{enumerate}
The argument is applied to three films with these rough parameters:
\begin{center}
\begin{tabular}{lccc}
 & A & B & C\\
$k$ & 3.9 & 20 & 25\\
offset $\phi$ (eV) & 3.1 & 1.5 & 0.4\\
tunnelling mass $m$ & 0.5 & 0.2 & 0.2
\end{tabular}
\end{center}
The offset is the height of the insulator's conduction-band edge above the Fermi level of the metal, and $m$ is in units of the free-electron mass $m_0$. The values lie in the regimes of silica (A), hafnia (B) and tantala (C). The manuscript concludes that C leaks least and A most.

The first step is correct. The second is correct for a given material under a barrier. Does the third follow when the material changes as well?

\section{What equal capacitance fixes}

Let $d$ be the equivalent thickness, that of a film with $k=3.9$ and the same capacitance. Equating $\varepsilon_0k/t$ to $3.9\,\varepsilon_0/d$ gives
\begin{equation}
t=\frac{k}{3.9}\,d .
\label{eq:t}
\end{equation}
For $d=1$ nm the capacitance is 3.45 $\mu$F/cm$^2$ and the thicknesses are 1.00, 5.13 and 6.41 nm for A, B and C. The voltage $V$ across the film is held equal in every comparison below. The plate charge $CV$ is then equal too, while the field $V/t$ is proportional to $1/k$.

Equation (\ref{eq:t}) says how far an electron must go. It does not say how fast its wave function decays on the way.

\section{The missing factor in the exponent}

Take a uniform, defect-free film with one parabolic tunnelling mass. At energy $E$ below the barrier $U(x)$, an electron at normal incidence obeys
\begin{equation}
\psi''=\kappa^2\psi,\qquad
\kappa(x)=\frac{\sqrt{2mm_0[U(x)-E]}}{\hbar}.
\end{equation}
Writing $\psi=e^{-w}$ gives $(w')^2-w''=\kappa^2$. If $\kappa$ varies slowly over a decay length, $w''$ is small beside $(w')^2$, and the decaying solution has $w'=\kappa$. This is the WKB approximation. The transmission probability, being quadratic in the amplitude, is $e^{-S}$ with $S=2\int\kappa\,dx$, apart from a factor set by matching at the electrodes.

At vanishing bias and at the Fermi level, $U-E=\phi$ throughout the film. With (\ref{eq:t}),
\begin{equation}
S_0=2\kappa t=\frac{2d}{3.9}\,\frac{\sqrt{2m_0}}{\hbar}\,M,
\qquad M=k\sqrt{m\phi}.
\label{eq:M}
\end{equation}
Permittivity enters linearly, but it is multiplied by $\sqrt{m\phi}$. For a change from film 1 to film 2, the exponent grows only if
\begin{equation}
\frac{k_2}{k_1}>\sqrt{\frac{m_1\phi_1}{m_2\phi_2}} .
\end{equation}
With energies in eV, $\sqrt{2m_0}/\hbar$ is 5.123 nm$^{-1}$eV$^{-1/2}$, so the coefficient of $M$ in (\ref{eq:M}) is $2(5.123)/3.9=2.627$ eV$^{-1/2}$. The results are
\begin{align}
M_A&=3.9\sqrt{0.5\times3.1}=4.86,& S_0&=12.8,\\
M_B&=20\sqrt{0.2\times1.5}=10.95,& S_0&=28.8,\\
M_C&=25\sqrt{0.2\times0.4}=7.07,& S_0&=18.6,
\end{align}
with $M$ in eV$^{1/2}$. Film C is 25\% thicker than B, yet its exponent is smaller by 10.2. The third step of the manuscript already fails here.

\section{From exponent to current}

Exponents alone do not settle a close comparison, so the current is needed. Let $e>0$ be the elementary charge. For one value of the parallel wave vector $k_\parallel$, the states in $dk_x$ number $2\,dk_x/2\pi$ per length, with the 2 for spin. They travel at $v=dE/(\hbar\,dk_x)$. The velocity cancels the density of states, leaving a current $(2e/h)\,e^{-S}\,dE$ for filled states. Flow from left to right carries the factor $f_L(1-f_R)$ and the reverse flow $f_R(1-f_L)$, where $f_L$ and $f_R$ are the Fermi functions of the plates; the difference is $f_L-f_R$.

Parallel momentum is conserved, so inside the film $\kappa^2$ gains $k_\parallel^2$. This has the same effect as lowering the energy to $\epsilon=E-w$, with $w=\hbar^2k_\parallel^2/(2mm_0)$. The number of parallel states per area is
\begin{equation}
\frac{d^2k_\parallel}{(2\pi)^2}=\frac{k_\parallel\,dk_\parallel}{2\pi}
=\frac{mm_0}{2\pi\hbar^2}\,dw .
\end{equation}
The electrode bands are assumed wide enough not to cut off the states that matter. Multiplying by $2e/h=e/(\pi\hbar)$ and replacing $w$ by $\epsilon$ at fixed $E$ gives
\begin{equation}
J=\frac{e\,mm_0}{2\pi^2\hbar^3}\int_{-\infty}^{\infty}e^{-S(\epsilon)}N(\epsilon)\,d\epsilon,
\qquad N(\epsilon)=\int_\epsilon^\infty(f_L-f_R)\,dE .
\label{eq:J}
\end{equation}
Energies are measured from the left Fermi level; the right one lies at $-eV$. Since $\int_\epsilon^\infty dE/(1+e^{E/k_BT})=k_BT\ln(1+e^{-\epsilon/k_BT})$,
\begin{equation}
N(\epsilon)=k_BT\ln\frac{1+e^{-\epsilon/k_BT}}{1+e^{-(\epsilon+eV)/k_BT}} .
\end{equation}
Above the barrier $S=0$, so (\ref{eq:J}) includes electrons that pass over it thermally.

\subsection{Low bias and low temperature}

At zero temperature and small $V$, $N=eV$ for $\epsilon<0$ and zero for $\epsilon>0$. The flat barrier gives $S=a\sqrt{u}$ with $u=\phi-\epsilon$ and $a=S_0/\sqrt\phi$. Put $s=a\sqrt u$, so $du=2s\,ds/a^2$:
\begin{align}
\int_\phi^\infty e^{-a\sqrt u}\,du
&=\frac{2}{a^2}\int_{S_0}^\infty s\,e^{-s}\,ds
=\frac{2\phi}{S_0^2}(1+S_0)e^{-S_0}\nonumber\\
&=\frac{\phi}{\kappa t}\left(1+\frac1{S_0}\right)e^{-S_0},
\end{align}
where the last step uses $S_0=2\kappa t$. Inserting $mm_0\phi=\hbar^2\kappa^2/2$ yields
\begin{equation}
\frac JV=\frac{e^2}{4\pi^2\hbar}\,\frac{\kappa}{t}
\left(1+\frac1{S_0}\right)e^{-S_0}.
\label{eq:G}
\end{equation}
For A, $\kappa=S_0/(2t)=6.38$ nm$^{-1}$, so $\kappa/t=6.38\times10^{14}$ cm$^{-2}$. With $e^2/(4\pi^2\hbar)=6.17\times10^{-6}$ A/V,
\begin{equation}
\frac JV=(6.17\times10^{-6})(6.38\times10^{14})(1.078)\,e^{-12.76}
=1.2\times10^4\ \frac{\mathrm A}{\mathrm{V\,cm^2}} .
\end{equation}
The same formula gives $1.1\times10^{-4}$ for B and 1.3 for C, in the same unit.

At equal capacitance $\kappa/t$ is proportional to $\sqrt{m\phi}/k=M/k^2$. Equal $M$ therefore does not mean equal current. If B's mass were reduced to 0.039, its $M$ would equal that of A, but its low-bias current would still be smaller by the factor $(3.9/20)^2=0.038$. Neglecting the small $1/S_0$ terms, film 2 leaks more than film 1 in this limit if
\begin{equation}
S_{0,1}-S_{0,2}>2\ln\frac{k_2}{k_1}+\ln\frac{M_1}{M_2}.
\end{equation}
From B to C the left side is 10.2 and the right side is $0.446+0.438=0.88$. The condition is met with a wide margin, and C leaks about $10^4$ times more than B.

\subsection{When the manuscript's rule does hold}

Keep $m$, $\phi$, $V$ and $T$ fixed and raise $k$ alone. At each energy, $S$ is then $t$ times a non-negative number independent of $k$. Every tunnelling contribution to (\ref{eq:J}) falls as $t$ grows, so within this model a larger $k$ does lower the current.

The reduction has a floor. Electrons with $\epsilon>\phi$ have $S=0$ at any thickness. For $\phi\gg k_BT$ and $eV\gg k_BT$, $N\simeq k_BTe^{-\epsilon/k_BT}$ there, and their contribution is
\begin{equation}
J_{\rm over}=\frac{e\,mm_0}{2\pi^2\hbar^3}(k_BT)^2e^{-\phi/k_BT}.
\end{equation}
It contains no $k$. Ranking by $M$ thus becomes unreliable when $\phi/k_BT$ is comparable with $S_0$ or smaller. Film C is such a case: at 300 K, $k_BT$ is about 0.026 eV and $\phi/k_BT$ about 15, below its $S_0$ of 18.6. At 0.1 V, $J_{\rm over}$ is about 0.4 A/cm$^2$, a fifth of C's current, and temperature raises the total about twelvefold over its zero-temperature value. The order of the three films given by $M$ still holds there, because their exponents differ so widely.

\section{Bias weakens a low barrier most}

A voltage tilts the barrier to $U(x)=\phi-eVx/t$. With $u=U(x)-\epsilon$ and $dx=-t\,du/(eV)$,
\begin{align}
S(\epsilon)&=\frac{2t\sqrt{2mm_0}}{\hbar eV}\int\sqrt u\,du\nonumber\\
&=\frac{4t\sqrt{2mm_0}}{3\hbar eV}
\left[(\phi-\epsilon)_+^{3/2}-(\phi-\epsilon-eV)_+^{3/2}\right],
\label{eq:S}
\end{align}
where $(z)_+$ is $z$ if positive and zero otherwise, because only the forbidden region counts. At $\epsilon=0$ there are two regimes. For $eV\ll\phi$, expand
\begin{equation}
(\phi-eV)^{3/2}\simeq\phi^{3/2}-\tfrac32\phi^{1/2}eV+\tfrac38\phi^{-1/2}(eV)^2,
\end{equation}
which gives $S\simeq S_0[1-eV/(4\phi)]$. For $eV\ge\phi$ the second bracket vanishes and
\begin{equation}
S=S_0\,\frac{2\phi}{3eV}.
\label{eq:FN}
\end{equation}
The electron now leaves the barrier inside the film, after a distance $t\phi/(eV)$, and the mean of $\kappa$ over that distance is two thirds of its initial value.

At 1 V this happens in C but not in A or B. Film C has $S=18.58\times0.8/3=4.95$, and only 2.6 nm of its 6.4 nm are forbidden. For A, (\ref{eq:S}) gives
\begin{equation}
S=\frac{4(5.123)\sqrt{0.5}}{3}\left(3.1^{3/2}-2.1^{3/2}\right)=11.7,
\end{equation}
little below its zero-bias value of 12.8. For B, $S=23.2$.

\section{The three films at 300 K}

Numerical integration of (\ref{eq:J}) gives the following currents in A/cm$^2$:
\begin{center}
\begin{tabular}{lccc}
 & A & B & C\\
0.1 V & $1.2\times10^3$ & $1.3\times10^{-5}$ & $2.0$\\
1 V & $1.5\times10^4$ & $2.3\times10^{-3}$ & $8.9\times10^4$
\end{tabular}
\end{center}
The film with the largest $k$ is not the least leaky at either voltage.

The cause can be isolated, because B and C have the same mass. At 1 V, raising B's permittivity to 25 while keeping its offset lowers the current from $2.3\times10^{-3}$ to $4.8\times10^{-6}$ A/cm$^2$, a factor of about 490. This is the thickness benefit. Lowering the offset from 1.5 to 0.4 eV then raises the current by $1.8\times10^{10}$. The net change from B to C is an increase by $3.8\times10^7$.

Between A and C the order depends on voltage. C carries 0.0016 times A's current at 0.1 V and 6.1 times A's current at 1 V; the two are equal at 0.71 V. The factor at 1 V is much smaller than $e^{11.66-4.95}\simeq820$, and the reason is the range of energies that contribute. Near the Fermi level write $S(\epsilon)\simeq S(0)+b|\epsilon|$ for $\epsilon<0$. At zero temperature $N$ is the smaller of $|\epsilon|$ and $eV$, so
\begin{equation}
\int_{-\infty}^0e^{-b|\epsilon|}N\,d\epsilon
=\frac{1-e^{-b\,eV}}{b^2}.
\end{equation}
Differentiating (\ref{eq:S}) gives $b=2.26$ eV$^{-1}$ for A and $b=3S/(2\phi)=18.6$ eV$^{-1}$ for C. The integrals are 0.176 and 0.0029 eV$^2$. Including the mass ratio, $J_C/J_A\simeq(0.2/0.5)(820)(0.0029/0.176)\simeq5.4$, against 6.1 for the full integral. The agreement is partly a cancellation: the curvature of $S(\epsilon)$, neglected here, lowers the ratio, and temperature raises it.

How small must the offset or the mass be to cancel the thickness benefit over A at 1 V? With $k=25$ and $m=0.2$, the currents are equal at an offset of 0.49 eV. With $k=20$ and $\phi=1.5$ eV, they are equal at a mass of 0.022, about a ninth of the value assumed for B. Within this simple model an offset somewhat above that of C is already low enough, whereas the mass alone would have to fall very far. The corrections estimated in the next section lower the break-even offset to about 0.3 eV, below the 0.4 eV of C.

\section{Bearing on real capacitors}

The parameters describe an on-chip metal-insulator-metal capacitor, but a 1 nm silica film is far thinner than is usual there and serves as a reference. Currents of $10^4$ A/cm$^2$ and more would make A and C useless for storing charge. The offset also belongs to the metal as much as to the insulator: a metal of larger work function raises $\phi$, unless interface charge prevents it. The 0.4 eV of C is thus not a fixed property of tantala.

The neglected effects bear very differently on the two comparisons. Image attraction, estimated with rough optical permittivities of 2.2, 4 and 5, changes the currents at 1 V to $3.3\times10^5$, $2.5\times10^{-2}$ and $5.0\times10^5$ A/cm$^2$, so $J_C/J_A$ falls from 6.1 to 1.5. Matching at the electrodes, from the Schr\"odinger equation at normal incidence with a Fermi energy of 5 eV, multiplies the transmission at the left Fermi level by 3.9, 3.6 and 1.5. The factor for C oscillates with energy, because the electron leaves the barrier inside the film; averaged over the current, the three factors are 3.8, 3.7 and 1.6. If the masses are band-edge values, two-band dispersion in the gap lowers the exponents to 9.8, 21.0 and 4.8. Multiplying these corrections, which is crude, leaves $J_C/J_A$ near 0.1; placing the image and two-band terms together inside the current integral gives 0.5, and about 0.2 once matching is included. The higher leakage of C relative to A at 1 V is therefore a result of the simple model and could be reversed in a real film. Even so, most of the benefit seen at 0.1 V would be gone.

For the offsets assumed here, the comparison of B with C is much safer. Of the effects estimated, the one that narrows it most is a defect path through B. With an assumed $10^{12}$ traps per cm$^2$, an attempt rate of $10^{13}$ s$^{-1}$ and two hops of half the exponent each, B would carry about 7 A/cm$^2$, some three thousand times its direct current but still about $10^4$ times less than C. At 400 K the currents of A, B and C rise by 0.3\%, 14\% and 42\%. Space charge would limit C near $10^7$ A/cm$^2$ for an assumed mobility of 1 cm$^2$/(V\,s), well above its calculated current. The fields of 10, 2.0 and 1.6 MV/cm are 0.67, 0.39 and 0.39 of rough breakdown fields, which leaves A the smallest margin.

\section{Correction requested}

The third step should read: at equal capacitance and equal voltage, a larger $k$ lowers direct tunnelling if the offset and tunnelling mass are unchanged. If they change, films should be compared by $k\sqrt{m\phi}$ at low bias, provided the exponents differ by more than the prefactors can offset and thermal emission is negligible, and by the current integral at the operating voltage and temperature otherwise. For the films considered, the manuscript's choice of C over B should be withdrawn. The numerical output below lists the inputs and the computed values.

\section*{Calculated quantities}
\begin{verbatim}
Three values on a line are for films A, B, C in that order
Equivalent thickness EOT: 1 nm
Capacitance per area: 3.453 uF/cm2
Relative permittivity k: 3.9, 20, 25 (no unit)
Offset phi: 3.1, 1.5, 0.4 eV
Tunnelling mass m: 0.5, 0.2, 0.2 free-electron masses
Film thickness: 1, 5.128, 6.41 nm
sqrt(2 m0 * 1 eV)/hbar: 5.1232 1/nm
M = k sqrt(m phi): 4.855, 10.95, 7.071 sqrt(eV)
Zero-bias exponent S: 12.76, 28.78, 18.58 (no unit)
Exponent S at 0.1 V: 12.65, 28.3, 17.36 (no unit)
Exponent S at 1 V: 11.66, 23.24, 4.954 (no unit)
Zero-temperature low-bias J/V: 1.223e+04, 1.106e-04, 1.256e+00 A/(V cm2)
Current at 0.1 V, 300 K: 1.230e+03, 1.272e-05, 1.959e+00 A/cm2
Current at 1 V, 300 K: 1.461e+04, 2.348e-03, 8.872e+04 A/cm2
State sum / current integral at 1 V: 1.00000, 1.00000, 0.99999 (ratio)
Current of B if only k becomes 25, 1 V: 4.834e-06 A/cm2
Current ratio C/B at 1 V: 3.779e+07 (ratio)
Current ratio C/A at 0.1 V: 1.592e-03 (ratio)
Current ratio C/A at 1 V: 6.073 (ratio)
Voltage where A and C leak equally: 0.7089 V
Offset where k=25, m=0.2 leaks like A at 1 V: 0.4885 eV
Mass where k=20, phi=1.5 eV leaks like A at 1 V: 0.02161 free-electron masses
Mass giving k=20, phi=1.5 eV the same M as A: 0.03929 free-electron masses
Exponent of that equal-M film: 12.76 (no unit)
Low-bias current of equal-M film / A at 5 K: 0.03803 (ratio)
Field at 1 V: 10, 1.95, 1.56 MV/cm
Rough breakdown field, input: 15, 5, 4 MV/cm
Field / rough breakdown field: 0.67, 0.39, 0.39 (ratio)
Optical permittivity, rough input: 2.2, 4, 5 (no unit)
Current with image force, 1 V, 300 K: 3.26e+05, 2.46e-02, 4.97e+05 A/cm2
Band gap, rough input: 9, 5.8, 4.4 eV
Two-band exponent at 1 V: 9.82, 21, 4.82 (no unit)
Electrode Fermi energy, input: 5 eV
Schrodinger / WKB transmission at 1 V: 3.93, 3.63, 1.45 (ratio)
Current at 1 V, 400 K: 1.466e+04, 2.676e-03, 1.261e+05 A/cm2
Assumed trap density in B: 1.0e+12 1/cm2
Assumed trap attempt rate: 1.0e+13 1/s
Trap-assisted estimate for B at 1 V: 7.2e+00 A/cm2
Assumed mobility in C: 1 cm2/(V s)
Space-charge-limited current in C at 1 V: 9.5e+06 A/cm2
\end{verbatim}
